\section*{Why folded thermal devices cannot be built from passive conductors}

\section{The question}

Coordinate maps can be used to design thermal devices. One starts from a simple virtual world, deforms it, and asks which conductivity makes the heat flow follow the deformation. If the map folds space back on itself, a small object can be made to disturb the surrounding heat flow as a much larger one would. Why can such a device not be assembled from passive conductors, however cleverly they are arranged?

The folded-back part of the map reverses orientation, but that fact alone is not the answer. A mirror reverses orientation too, and the mirror image of a copper rod is a copper rod. The obstacle lies at the crease, where a reversed sheet meets an unreversed one.

\section{What happens at the crease}

Follow a path through a folded device from the outside inwards. The virtual position first moves inwards, then turns at the crease and moves outwards again. The temperatures already met on the way in are met again in reverse order, so in the simplest case, a fold without shear in an isotropic medium, the component of the temperature gradient normal to the crease changes sign across it. In a steady state without heat sources the normal heat flux must not change sign there. The same flux with the opposite gradient requires a conductivity of opposite sign.

To turn this into a formula, let $x$ be the virtual position, $x'$ the physical one, and $J_{ij}=\partial x'_i/\partial x_j$ on one sheet, with $\det J\neq0$. The virtual medium obeys $\nabla\cdot(\kappa\nabla T)=0$ and $q=-\kappa\nabla T$, with $\kappa$ symmetric and positive-definite. The device must show the same temperature at corresponding points, $T'(x')=T(x)$. The chain rule gives $\nabla T=J^{\mathsf T}\nabla'T'$.

Multiply the heat equation by a smooth function $\eta$ that vanishes at the edges of the sheet, and integrate by parts. With $dV=dV'/|\det J|$,
\begin{equation}
0=\int\nabla\eta\cdot\kappa\nabla T\,dV
=\int\nabla'\eta\cdot\frac{J\kappa J^{\mathsf T}}{|\det J|}\nabla'T'\,dV'.
\end{equation}
The interior of the sheet therefore accepts
\begin{equation}
\kappa'=s\,\frac{J\kappa J^{\mathsf T}}{|\det J|},\qquad s=\pm1,
\end{equation}
with either sign, because a constant factor drops out of a steady equation without sources. The sign must come from the junction.

Let $t_1,t_2$ be tangent vectors of the crease in virtual space, with $n\,dA=t_1\times t_2$. The two sheets coincide along the crease, so their Jacobians act identically on $t_1$ and $t_2$, and both give the same physical area vector $n'dA'=Jt_1\times Jt_2$. For any vector $w$,
\begin{equation}
(Jw)\cdot(Jt_1\times Jt_2)=\det J\;w\cdot(t_1\times t_2),
\end{equation}
since a determinant multiplies volumes. Hence $J^{\mathsf T}n'dA'=\det J\,n\,dA$. The physical flux is
\begin{equation}
q'=-\kappa'\nabla'T'=-\frac{s}{|\det J|}J\kappa J^{\mathsf T}J^{-\mathsf T}\nabla T=\frac{s}{|\det J|}Jq ,
\end{equation}
and the heat crossing the area element is
\begin{equation}
q'\cdot n'dA'=\frac{s}{|\det J|}\,q\cdot J^{\mathsf T}n'dA'
=s\,\mathrm{sgn}(\det J)\,q\cdot n\,dA .
\end{equation}
This must agree on the two sides. On the ordinary sheet $\det J>0$ and $s=+1$, so the reversed sheet needs $s=-1$. Both cases are contained in
\begin{equation}
\kappa'=\frac{J\kappa J^{\mathsf T}}{\det J}.
\label{eq:kappa}
\end{equation}
If the whole system is reflected, both sides have $\det J<0$ and both may take $s=+1$. The mirror image is passive for that reason.

\section{Heat running uphill}

For any $v\neq0$, equation~\eqref{eq:kappa} gives
\begin{equation}
v^{\mathsf T}\kappa'v=\frac{(J^{\mathsf T}v)^{\mathsf T}\kappa\,(J^{\mathsf T}v)}{\det J}.
\end{equation}
The numerator is positive, because $J^{\mathsf T}v\neq0$. On the reversed sheet $\kappa'$ is thus negative-definite.

In local equilibrium the entropy flux is $q/T$. In a steady state its divergence is the entropy produced per volume and time. Dropping the primes and using $\nabla\cdot q=0$,
\begin{equation}
\sigma=\nabla\cdot\frac{q}{T}=-\frac{q\cdot\nabla T}{T^2}
=\frac{\nabla T\cdot\kappa\nabla T}{T^2}.
\end{equation}
With negative-definite $\kappa$ this is negative wherever the temperature varies. Heat passes from cold to hot with no work supplied, which the second law forbids.

\section{A fold in a plate}

Take a plate of thickness $d$ and conductivity $k_0$, with temperature uniform across the thickness. A core of radius $r_1$ and conductivity $k_c$ is surrounded by a folded shell $r_1<r<r_2$. Let physical radius $r$ correspond to virtual radius $\rho(r)$. The map stretches radial lengths by $1/\rho'$ and angular lengths by $r/\rho$, so $\det J=r/(\rho\rho')$ and
\begin{equation}
\kappa_r=\frac{k_0}{\rho'^2}\frac{\rho\rho'}{r}=\frac{k_0\rho}{r\rho'},\qquad
\kappa_\varphi=k_0\frac{r^2}{\rho^2}\frac{\rho\rho'}{r}=\frac{k_0r\rho'}{\rho}.
\end{equation}
The choice $\rho=r_2^2/r$ has $\rho'=-\rho/r$, and both components become $-k_0$. The shell is uniform and isotropic. Its inner edge corresponds to $\rho=r_3=r_2^2/r_1$, which is larger than $r_2$. The core is the virtual disc of radius $r_3$ shrunk uniformly, which leaves $k_c$ unchanged in two dimensions.

Write $u=T-T_0$, with $T_0$ the mean temperature, and apply a field proportional to $r^n\cos n\varphi$, $n\ge1$. Outside the shell $u=f(r)\cos n\varphi$ with $f=r^n+b_nr^{-n}$. In the shell take $f(r_2^2/r)$, and in the core $A(r_3r/r_1)^n$. At $r_2$ the temperature is continuous; the slope changes sign and so does the conductivity, so the flux is continuous too. At $r_1$ the quantity $kr\,\partial_r$ acting on the shell field gives
\begin{equation}
(-k_0)\,r_1\left(-\frac{r_2^2}{r_1^2}\right)f'(r_3)=k_0r_3f'(r_3).
\end{equation}
The two conditions at $r_1$ are therefore those of a real disc of radius $r_3$:
\begin{align}
r_3^n+b_nr_3^{-n}&=Ar_3^n,\\
k_0(r_3^n-b_nr_3^{-n})&=k_cAr_3^n .
\end{align}
Inserting the first into the second gives $k_0(1-y)=k_c(1+y)$ with $y=b_nr_3^{-2n}$, so
\begin{equation}
b_n=-\beta r_3^{2n},\qquad \beta=\frac{k_c-k_0}{k_c+k_0},\qquad A=1-\beta .
\label{eq:b}
\end{equation}

This ideal solution has a limit of its own. A point source at radius $R$ applies multipoles whose strength falls as $R^{-n}$, apart from powers of $n$. Their responses vary as $(r_3^2/Rr)^n$, and the sum converges down to $r=r_2$ if $R>r_3^2/r_2$. The sources are taken to lie beyond that radius.

\section{Could another recipe do the same job?}

So far one recipe has been excluded. A designer might hope for a different arrangement of positive conductors inside $r_2$ with the same effect outside. The second law can be applied to such a device without opening it.

Let the device respond linearly and exchange heat only through its rim, where the inward flux is $q_{\rm in}=k_0\partial_ru$. In a steady state $\oint q_{\rm in}\,dA=0$. The entropy leaving the device per unit time is
\begin{equation}
S=-\oint\frac{q_{\rm in}}{T_0+u}\,dA
=\frac{1}{T_0^2}\oint u\,q_{\rm in}\,dA+\dots,
\label{eq:rim}
\end{equation}
where the term in $1/T_0$ vanishes and the omitted terms are of third order in the small field. A passive device needs $S\ge0$. If it also leaks heat to a bath at $T_0$, the entropy gained by the bath adds $\oint q_{\rm in}dA/T_0$, which cancels the first-order term in the same way, and the condition is unchanged.

To imitate the fold, the device must produce the field $r^n+b_nr^{-n}$ outside. Imitation beyond $r_3$ is enough to fix this form down to $r_2$, because harmonic functions that agree in part of the uniform plate agree throughout it. Then
\begin{align}
\oint u\,q_{\rm in}\,dA
&=\pi nk_0d\,(r_2^n+b_nr_2^{-n})(r_2^n-b_nr_2^{-n})\nonumber\\
&=\pi nk_0d\,(r_2^{2n}-b_n^2r_2^{-2n})\ge0 ,
\end{align}
which means
\begin{equation}
|b_n|\le r_2^{2n}.
\label{eq:bound}
\end{equation}
By \eqref{eq:b}, the folded device requires
\begin{equation}
|\beta|\left(\frac{r_3}{r_2}\right)^{2n}\le1\quad\text{for every }n.
\end{equation}
Since $r_3>r_2$, this fails for large enough $n$ whenever $\beta\neq0$. No passive linear device within the rim can replace the folded one for all applied fields.

The case $\beta=0$ separates the recipe from its function. The recipe still asks for a negative shell, yet the device has no effect outside, and a piece of plain plate does the same.

\section{Numbers for a ceramic plate}

Take $k_0=170$~W/(m\,K), $k_c=400$~W/(m\,K), $d=1$~mm, $T_0=300$~K, $r_1=5$~mm and $r_2=10$~mm. Then $r_3=10^2/5=20$~mm and $\beta=230/570=0.4035$. The ratio $b_n/r_2^{2n}=-\beta\,4^n$ is
\[
-1.614,\qquad -6.456,\qquad -25.8\qquad(n=1,2,3),
\]
whereas a passive device cannot exceed 1 in magnitude. Even a uniform gradient, $n=1$, exposes the violation. Had the unsigned determinant been used, the shell would have been ordinary plate, leaving the bare core with $-\beta(r_1/r_2)^2=-0.101$.

For an applied gradient $G=0.2$~K/mm the outside field is $u=G(r-\beta r_3^2/r)\cos\varphi$. Along $\varphi=0$,
\begin{align}
u(r_2)&=0.2\,(10-16.14)=-1.23\ \text{K},\\
u(r_1)&=u(r_3)=0.2\times20\,(1-0.4035)=2.39\ \text{K}.
\end{align}
The inner edge of the shell is warmer than its outer edge. The slope at the inner edge is $-(r_3/r_1)G(1+\beta)=-1.123$~K/mm. With conductivity $-k_0$ the radial flux is $170\times(-1123)=-1.91\times10^5$~W/m$^2$, directed inwards, towards the warmer side. The local entropy production is
\begin{equation}
\sigma=-\frac{170\times1123^2}{302.4^2}\approx-2.34\times10^3\ \text{W/(m}^3\,\text{K)}.
\end{equation}

The totals follow to leading order in $u/T_0$. The core has the uniform gradient $G(1-\beta)r_3/r_1=0.477$~K/mm, and \eqref{eq:rim} gives the whole device:
\begin{align}
S_{\rm core}&=\frac{\pi r_1^2d\,k_c(477.2\ \text{K/m})^2}{T_0^2}=79.5\ \mu\text{W/K},\\
S_{\rm dev}&=\frac{\pi k_0G^2d\,r_2^2(1-1.614^2)}{T_0^2}=-38.1\ \mu\text{W/K}.
\end{align}
The difference is the share of the shell, $S_{\rm shell}=-117.6~\mu$W/K.

The plate between $r_2$ and $r_3$ produces $+117.6~\mu$W/K. It has the same temperatures as the shell at corresponding points, and the map preserves $\nabla T\cdot\kappa\nabla T\,dV$ up to the sign of $\det J$, so the two contributions cancel. An observer who draws the boundary at $r_3$ finds the positive production of the core and sees nothing wrong. One who draws it at $r_2$ finds a violation.

\section{What a passive copy can do}

The bound \eqref{eq:bound} limits each multipole separately, so a passive device may still serve for a restricted set of fields. For $n=1$ the fold stays within the bound if $\beta\le1/4$, that is, for these radii and a core more conductive than the plate, if $k_c\le\tfrac53k_0=283$~W/(m\,K). This is a limit of principle: as $k_c$ approaches it, the rim must be held ever closer to $T_0$ while still passing heat, so the conductance needed in a passive copy, through its material or to a bath at $T_0$, grows without bound, and real devices stop short of it.

A core of 250~W/(m\,K) has $\beta=80/420$ and $b_1/r_2^2=-0.762$. A uniform disc of radius $r_2$ and conductivity $k$ has $b_n/r_2^{2n}=-(k-k_0)/(k+k_0)$, and it matches if
\begin{equation}
k=k_0\,\frac{1+0.762}{1-0.762}\approx1260\ \text{W/(m\,K)}.
\end{equation}
In a steady uniform gradient, and with a perfect joint at the rim, the two cannot be told apart from outside. The value is about three times the conductivity of copper, so a disc as thick as the plate calls for a material such as good diamond; a copper disc of that thickness would reach only $-0.40$. Extra thickness can stand in for conductivity: a copper plug about 3.5~mm thick, centred on the 1~mm plate, reaches $-0.76$. A joint resistance of 10~mm$^2$\,K/W at the rim would weaken the copy's ratio to about $-0.53$. For $n=2$ the disc again gives $-0.762$, but the fold gives $-3.05$, which no passive device reaches.

\section{The price of an active device}

Pumps inside the device can supply work $W$ per unit time. No net heat enters through the rim, so $W$ leaves as waste heat to a reservoir, here at $T_0$. The total entropy must not fall: $W/T_0+S_{\rm dev}\ge0$. Hence
\begin{equation}
W\ge-T_0S_{\rm dev}=300\times38.1\ \mu\text{W}=11.4\ \text{mW}.
\end{equation}
This minimum assumes that the heat flow in the core is also used reversibly. If the core simply conducts, the same argument applied to the shell alone gives $W\ge300\times117.6~\mu$W $=35.3$~mW. For scale, the undisturbed heat flow across a width $2r_3$ is $k_0Gd\,2r_3=1.36$~W.

Changes in time bring a further demand. With heat capacity $c$ per volume, the virtual equation is $c\,\partial_tT=\nabla\cdot(\kappa\nabla T)$. The change of variables gives $c$ the factor $1/|\det J|$, and the sign $s$ must multiply both sides, so $c'=c/\det J<0$. A body with negative heat capacity warms as it loses heat. In ordinary thermal contact with a large bath it is unstable: once slightly warmer than the bath, it loses heat and becomes warmer still. The ideal shell is not in ordinary contact with the plate: with both $c'$ and $\kappa'$ negative and perfect joints, each angular mode follows the virtual plate and decays. The instability appears when the faces exchange heat strongly enough with a bath. If instead $c$ stays positive while $\kappa=-k_0$, a ripple $e^{iqx+\gamma t}$ obeys $c\gamma=k_0q^2$: it grows, and in this continuum model the growth rate rises without limit as the wavelength shrinks. For $c=2.4$~MJ/(m$^3$\,K) and a wavelength of 5~mm, $\gamma=112$~s$^{-1}$. An active shell with positive heat capacity therefore needs control that suppresses such ripples.

\section{The model beside a real plate}

The values of $k_0$ and $c$ are rough ones for aluminium nitride ceramic near room temperature, and $k_c$ is roughly that of copper. Real joints resist heat. For $n=1$, a bond resistance $R_b$ around the core replaces $k_c$ by $k_c/(1+k_cR_b/r_1)$, because the temperature jump adds $R_bk_c$ to $r_1$ in the ratio of temperature to flux. With a rough $R_b=1$~mm$^2$\,K/W, $k_c$ falls to 370~W/(m\,K) and the dipole ratio moves from $-1.614$ to $-1.483$, still beyond the bound. Heat loss from both faces of the core and shell, with a rough coefficient of 10~W/(m$^2$\,K), changes it to $-1.615$ when the radial heat equation is integrated numerically with that loss; loss from the surrounding plate is left out of that number. It matters more: with it, the ratio of response to applied field at the rim becomes about $-1.63$. Temperatures within $r_3$ depart from $T_0$ by at most about 0.8\,\%, and a conductivity varying roughly as $1/T$ would drift by as much. A uniform change of 0.8\,\% in the shell conductivity alone moves the dipole ratio by only about 0.02, but it alters the response at $n=4$ by tens of per cent. The ideal values for high multipoles therefore demand a very exact shell.

Fourier's law also needs phonon paths that are short beside the device. The estimate $3k_0/(cv)$, with a rough sound speed $v=6500$~m/s, gives 33~nm against a shell 5~mm wide; this is a crude average, and much of the heat is carried by phonons with longer paths, reaching micrometres, which are still far shorter than the shell is wide. In a much smaller device a local conductivity may lose its meaning inside the shell. The bound \eqref{eq:bound} does not use one there. It needs a linear steady response, Fourier conduction in the plate outside, a well-defined temperature at the rim, and no heat exchange except through the rim or with a bath at $T_0$. Where these hold, shrinking the internal structure does not make the folded response passive.

Numbers in the example were calculated in double precision.
